# Locating the Heisenberg Critical Point with Cluster Monte Carlo and Binder Crossings: test program

```python
"""Critical point of the classical Heisenberg model on the simple cubic lattice.

Weight: exp(K sum_bonds S_i.S_j), |S_i|=1, K=J/(k_B T), periodic boundaries.
Claim: heat-bath, overrelaxation and Wolff moves sample this weight, and
crossings of U=1-<m^4>/(3<m^2>^2) locate K_c after removal of a shift
proportional to L^-(1/nu+omega). Here m is magnetization per spin, L the side,
nu the correlation-length exponent and omega the leading correction exponent.
Independent replicas are stored together: spins[site, component, replica].
"""
import numpy as np
from scipy.optimize import brentq
from scipy.signal import lfilter
from scipy.special import spherical_in

rng = np.random.Generator(np.random.SFC64(271828))
HYBRID = (1, 2, 1)       # heat-bath sweeps, overrelaxation sweeps, Wolff clusters
K0 = 0.69
OMEGA = 0.8
GRID = np.linspace(K0 - 0.016, K0 + 0.016, 81)


def lattice(shape):
    """Neighbour table and lowest Fourier waves; even sites are stored first."""
    dimension = len(shape)
    coords = np.indices(shape).reshape(dimension, -1).T
    coords = coords[np.argsort(coords.sum(1) % 2, kind="stable")]
    index = np.empty(shape, dtype=int)
    index[tuple(coords.T)] = np.arange(len(coords))
    neighbours = []
    for sign in (1, -1):
        for axis in range(dimension):
            shifted = coords.copy()
            shifted[:, axis] = (shifted[:, axis] + sign) % shape[axis]
            neighbours.append(index[tuple(shifted.T)])
    phase = 2 * np.pi * coords.T / np.array(shape)[:, None]
    return np.array(neighbours), np.concatenate((np.cos(phase), np.sin(phase)))


def dot(a, b):
    return np.einsum("iar,iar->ir", a, b)


def local_field(spins, neighbours, part):
    field = spins[neighbours[0, part]]
    for row in neighbours[1:]:
        field += spins[row[part]]
    return field


def halves(spins):
    middle = len(spins) // 2
    return slice(0, middle), slice(middle, len(spins))


def heat_bath(spins, neighbours, coupling):
    for part in halves(spins):
        field = local_field(spins, neighbours, part)
        length = np.sqrt(dot(field, field))
        strength = coupling * length
        u = 1 - rng.random(length.shape)
        z = 1 + np.log(u + (1 - u) * np.exp(-2 * strength)) / strength
        z = np.clip(z, -1, 1)
        radius = np.sqrt(1 - z * z)
        angle = 2 * np.pi * rng.random(length.shape)
        x, y = radius * np.cos(angle), radius * np.sin(angle)
        nx, ny = field[:, 0] / length, field[:, 1] / length
        bz = 1 + field[:, 2] / length
        scale = (x * nx + y * ny + z * bz) / bz
        spins[part, 0] = scale * nx - x
        spins[part, 1] = scale * ny - y
        spins[part, 2] = scale * bz - z


def overrelax(spins, neighbours):
    for part in halves(spins):
        field = local_field(spins, neighbours, part)
        factor = 2 * dot(spins[part], field) / dot(field, field)
        spins[part] = factor[:, None] * field - spins[part]


def wolff(spins, neighbours, coupling):
    """Grow and reflect one cluster in every replica."""
    sites, _, replicas = spins.shape
    axis = rng.normal(size=(3, replicas))
    axis /= np.sqrt((axis**2).sum(0))
    projection = np.einsum("iar,ar->ir", spins, axis)
    flat = projection.ravel()
    member = np.zeros(flat.size, dtype=bool)
    stamp = np.empty(flat.size, dtype=int)
    frontier = rng.integers(sites, size=replicas) * replicas + np.arange(replicas)
    member[frontier] = True
    while frontier.size:
        site, replica = np.divmod(frontier, replicas)
        target = (neighbours[:, site] * replicas + replica).ravel()
        source = np.tile(flat[frontier], len(neighbours))
        fresh = ~member[target]
        target, source = target[fresh], source[fresh]
        probability = -np.expm1(-2 * coupling * source * flat[target])
        target = target[rng.random(target.size) < probability]
        # A site reached by several bonds in one generation enters only once.
        number = np.arange(target.size)
        stamp[target] = number
        frontier = target[stamp[target] == number]
        member[frontier] = True
    mask = member.reshape(sites, replicas)
    size = mask.sum(0)
    moved = projection * mask
    estimate = 3 * moved.sum(0)**2 / (size * sites)
    spins -= 2 * moved[:, None] * axis
    return size / sites, estimate


def bond_sum(spins, neighbours):
    forward = neighbours[:len(neighbours) // 2]
    return sum(np.einsum("iar,iar->r", spins, spins[row]) for row in forward)


def simulate(shape, coupling, replicas, steps, moves=HYBRID, warm=30):
    """Return m^2, bond sum, Fourier power, cluster fraction, cluster m^2."""
    neighbours, waves = lattice(shape)
    sites = neighbours.shape[1]
    spins = rng.normal(size=(sites, 3, replicas))
    spins /= np.sqrt((spins**2).sum(1))[:, None]
    data = np.zeros((5, steps, replicas))
    for step in range(-warm, steps):
        baths, reflections, clusters = moves if step >= 0 else HYBRID
        for _ in range(baths):
            heat_bath(spins, neighbours, coupling)
        for _ in range(reflections):
            overrelax(spins, neighbours)
        for _ in range(clusters):
            fraction, estimate = wolff(spins, neighbours, coupling)
            if step >= 0:
                data[3, step] += fraction / clusters
                data[4, step] += estimate / clusters
        if step >= 0:
            data[0, step] = (spins.mean(0)**2).sum(0)
            data[1, step] = bond_sum(spins, neighbours)
            modes = waves @ spins.reshape(sites, -1)
            modes = modes.reshape(len(waves), 3, replicas)
            data[2, step] = (modes**2).sum((0, 1)) / (len(shape) * sites**2)
    return data, spins, neighbours


def mean_error(series):
    values = series.mean(0)
    return values.mean(), values.std(ddof=1) / np.sqrt(len(values))


def zero_score(series):
    mean, error = mean_error(series)
    return abs(mean) / error


def autocorrelation(series):
    """Integrated time and jackknife error, using the common replica mean."""
    length, replicas = series.shape
    deviation = series - series.mean()
    covariance = np.array([
        (deviation[:length - lag] * deviation[lag:]).mean(0)
        for lag in range(length // 2)])
    total = covariance.mean(1)
    running = np.cumsum(total / total[0]) - 0.5
    window = np.argmax(np.arange(len(running)) >= 5 * running)
    assert window > 0, "time series too short for its autocorrelation time"
    left_out = (covariance.sum(1)[:, None] - covariance) / (replicas - 1)
    values = (left_out[:window + 1] / left_out[0]).sum(0) - 0.5
    return running[window], np.sqrt((replicas - 1) * values.var())


def binder(data):
    return 1 - (data[0]**2).mean() / (3 * data[0].mean()**2)


def reweighted_sums(data):
    m2, bonds, power = data[:3]
    centred = bonds - bonds.mean()
    result = []
    for coupling in GRID:
        weight = np.exp((coupling - K0) * centred)
        result.append([(weight * value).sum(0)
                       for value in (np.ones_like(m2), m2, m2**2, power)])
    return np.array(result).transpose(1, 0, 2)


def curves(sums, side):
    _, m2, m4, power = sums / sums[0]
    cumulant = 1 - m4 / (3 * m2**2)
    length_ratio = np.sqrt(m2 / power - 1) / (2 * side * np.sin(np.pi / side))
    return cumulant, length_ratio


def find_crossing(small, large, side):
    first, second = curves(small, side), curves(large, 2 * side)
    roots = []
    for a, b in zip(first, second):
        difference = b - a
        candidates = np.flatnonzero((difference[:-1] < 0) & (difference[1:] >= 0))
        assert len(candidates), "no crossing inside the reweighting interval"
        i = candidates[np.argmin(abs(GRID[candidates] - K0))]
        part = -difference[i] / (difference[i + 1] - difference[i])
        roots.append(GRID[i] + part * (GRID[i + 1] - GRID[i]))
    value = np.interp(roots[0], GRID, first[0])
    slopes = [np.interp(roots[0], GRID, np.gradient(c[0], GRID))
              for c in (first, second)]
    return np.array([*roots, value, np.log2(slopes[1] / slopes[0])])


def crossing_with_error(small, large, side):
    total_small, total_large = small.sum(2), large.sum(2)
    centre = find_crossing(total_small, total_large, side)
    variance = np.zeros(4)
    for which, table in enumerate((small, large)):
        values = []
        for replica in range(table.shape[2]):
            pair = [total_small, total_large]
            pair[which] = pair[which] - table[:, :, replica]
            values.append(find_crossing(*pair, side))
        variance += (len(values) - 1) * np.var(values, axis=0)
    return centre, np.sqrt(variance)


def extrapolate(first, second, size_ratio, exponent):
    gain = size_ratio**exponent
    return (gain * second - first) / (gain - 1)


# Exact ring correlations from the transfer matrix, against each move mixture.
ring_size, ring_k = 8, 1.5
orders = np.arange(30)
eigen = spherical_in(orders, ring_k)
partition = ((2 * orders + 1) * eigen**ring_size).sum()
correlation = np.array([
    ((orders[:-1] + 1) * (eigen[:-1]**(ring_size - r) * eigen[1:]**r
     + eigen[1:]**(ring_size - r) * eigen[:-1]**r)).sum() / partition
    for r in range(ring_size)])
correlation[0] = 1
ring_wave = np.cos(2 * np.pi * np.arange(ring_size) / ring_size)
exact_ring = (correlation.mean(), ring_size * correlation[1],
              (correlation * ring_wave).mean())
for mixture in ((1, 0, 0), (1, 2, 0), (0, 0, 1), HYBRID):
    ring, _, _ = simulate((ring_size,), ring_k, 300, 120, mixture)
    for observed, expected in zip(ring[:3], exact_ring):
        assert zero_score(observed - expected) < 5
ring_bond = mean_error(ring[1] / ring_size)

# Reweighting is tested at another coupling of the exactly solved ring.
new_k = 1.6
new_eigen = spherical_in(orders, new_k)
new_partition = ((2 * orders + 1) * new_eigen**ring_size).sum()
new_bond = ring_size * ((orders[:-1] + 1) * (
    new_eigen[:-1]**(ring_size - 1) * new_eigen[1:]
    + new_eigen[1:]**(ring_size - 1) * new_eigen[:-1])).sum() / new_partition
weights = np.exp((new_k - ring_k) * (ring[1] - ring[1].mean()))
assert zero_score(weights * (ring[1] - new_bond)) < 5

# Infinite-temperature cumulant for a finite number of independent spins.
free = rng.normal(size=(8, 3, 200000))
free /= np.sqrt((free**2).sum(1))[:, None]
free_m2 = (free.mean(0)**2).sum(0)
assert abs(binder(free_m2[None]) - (4 / 9 + 2 / (9 * 8))) < 0.006

# An autoregressive sequence has a known time and variance of its mean.
memory, length = 0.8, 400
noise = rng.normal(size=(length + 100, 2000))
ar_series = lfilter([1], [1, -memory], noise, axis=0)[100:]
ar_exact = 0.5 * (1 + memory) / (1 - memory)
ar_tau = autocorrelation(ar_series)
assert abs(ar_tau[0] / ar_exact - 1) < 0.05
mean_variance = ar_series.mean(0).var() * length / ar_series.var()
assert abs(mean_variance / (2 * ar_exact) - 1) < 0.15

# Solve crossings of a nonlinear scaling function and compare its shift law.
test_inverse_nu = 1.4


def synthetic(delta, side):
    x = delta * side**test_inverse_nu
    return 0.62 + 0.05 * np.tanh(x) + (0.1 + 0.02 * x) * side**(-OMEGA)


def synthetic_crossing(side):
    limit = side**(-test_inverse_nu)
    return brentq(lambda d: synthetic(d, 2 * side) - synthetic(d, side),
                  -limit, limit, xtol=1e-18)


test_side = 1e4
shift_law = (0.1 / 0.05 * test_side**(-test_inverse_nu - OMEGA)
             * (1 - 2**(-OMEGA)) / (2**test_inverse_nu - 1))
assert abs(synthetic_crossing(test_side) / shift_law - 1) < 0.01
raw = [synthetic_crossing(side) for side in (100.0, 150.0)]
assert abs(extrapolate(*raw, 1.5, test_inverse_nu + OMEGA)) < 0.1 * abs(raw[1])

# Production runs near the transition.
settings = {4: (64, 300), 6: (64, 220), 8: (64, 140), 12: (32, 140)}
production = {side: simulate((side,) * 3, K0, *choice)[0]
              for side, choice in settings.items()}

# Compare update mixtures from equilibrated starts.
mixtures = {"heat bath": (1, 0, 0), "bath+2 over": (1, 2, 0),
            "Wolff": (0, 0, 1)}
times, fractions = {}, {}
for side in (4, 8):
    reference = mean_error(production[side][0])
    for name, mixture in mixtures.items():
        run, state, table = simulate((side,) * 3, K0, 24, 400, mixture)
        times[name, side] = autocorrelation(run[0])
        value = mean_error(run[0])
        assert abs(value[0] - reference[0]) < 5 * np.hypot(value[1], reference[1])
        if name == "Wolff":
            fractions[side] = run[3].mean()
            assert zero_score(run[4] - run[0]) < 5
            if side == 8:
                cluster_m2, direct_m2 = mean_error(run[4]), mean_error(run[0])
            field = local_field(state, table, slice(None))
            along = dot(state, field)
            identity = K0 * (dot(field, field) - along**2) - 2 * along
            assert zero_score(identity) < 5
            before = bond_sum(state, table)
            overrelax(state, table)
            assert np.allclose(before, bond_sum(state, table), atol=1e-8)
    times["hybrid", side] = autocorrelation(production[side][0])
assert times["heat bath", 8][0] > times["bath+2 over", 8][0]
assert times["bath+2 over", 8][0] > times["hybrid", 8][0]
bath_growth = np.log2(times["heat bath", 8][0] / times["heat bath", 4][0])
wolff_sweeps = {side: times["Wolff", side][0] * fractions[side] for side in (4, 8)}
wolff_growth = np.log2(wolff_sweeps[8] / wolff_sweeps[4])
assert bath_growth > wolff_growth

# The size order of the cumulant must reverse across the transition.
outside = {(coupling, side): binder(simulate((side,) * 3, coupling, 32, 50)[0])
           for coupling in (0.6, 0.8) for side in (4, 8)}
assert outside[0.6, 8] < outside[0.6, 4]
assert outside[0.8, 8] > outside[0.8, 4]

# Crossings, their errors and the infinite-size estimates.
tables = {side: reweighted_sums(data) for side, data in production.items()}
crossings = {side: crossing_with_error(tables[side], tables[2 * side], side)
             for side in (4, 6)}
inverse_nu = crossings[6][0][3]
exponent = inverse_nu + OMEGA
gain = 1.5**exponent
critical = extrapolate(crossings[4][0][:2], crossings[6][0][:2], 1.5, exponent)
critical_error = np.hypot(gain * crossings[6][1][:2], crossings[4][1][:2]) / (gain - 1)
# The extra 0.003 allows for corrections beyond the single retained power.
assert abs(critical[0] - critical[1]) < 4 * np.hypot(*critical_error) + 0.003
temperature = 1 / critical[0]
temperature_error = critical_error[0] / critical[0]**2
mean_field_temperature = 6 / 3
assert temperature < mean_field_temperature

print(f"Ring: sites {ring_size}, K {ring_k:.2f} (dimensionless)")
print(f"Ring bond correlation exact {correlation[1]:.5f} (dimensionless)")
print(f"Ring bond correlation sampled {ring_bond[0]:.5f} +/- {ring_bond[1]:.5f}")
print(f"AR test: exact tau {ar_exact:.3f}, measured {ar_tau[0]:.3f} steps")
print(f"Simulation K0 {K0:.3f}, input omega {OMEGA:.1f} (dimensionless)")
print(f"Reweighting range {GRID[0]:.3f} to {GRID[-1]:.3f} (dimensionless K)")
for side, (replicas, steps) in settings.items():
    print(f"L={side} sites: {replicas} replicas, {steps} measured steps each")
for side in settings:
    value = mean_error(production[side][0])
    print(f"L={side}: <m^2> {value[0]:.5f} +/- {value[1]:.5f}, "
          f"U {binder(production[side]):.5f} (dimensionless)")
print(f"L=8 Wolff run: direct <m^2> {direct_m2[0]:.5f} +/- {direct_m2[1]:.5f}")
print(f"L=8 Wolff run: cluster <m^2> {cluster_m2[0]:.5f} +/- {cluster_m2[1]:.5f}")
for side in (4, 8):
    print(f"L={side}: mean Wolff fraction {fractions[side]:.4f} (dimensionless)")
    for name in (*mixtures, "hybrid"):
        value = times[name, side]
        visits = {"heat bath": 1, "bath+2 over": 3, "Wolff": fractions[side],
                  "hybrid": 3 + production[side][3].mean()}[name]
        print(f"L={side} {name}: tau(m^2) {value[0]:.2f} +/- {value[1]:.2f} steps, "
              f"{value[0] * visits:.2f} visits/site")
print(f"Effective growth exponent L=4 to 8, heat bath {bath_growth:.2f}")
print(f"Effective growth exponent L=4 to 8, Wolff {wolff_growth:.2f} (visits)")
for coupling in (0.6, 0.8):
    print(f"K={coupling:.1f}: U(L=4) {outside[coupling, 4]:.4f}, "
          f"U(L=8) {outside[coupling, 8]:.4f} (dimensionless)")
for side in (4, 6):
    value, error = crossings[side]
    print(f"Pair ({side},{2*side}): Binder K {value[0]:.5f} +/- {error[0]:.5f}")
    print(f"Pair ({side},{2*side}): xi/L K {value[1]:.5f} +/- {error[1]:.5f}")
    print(f"Pair ({side},{2*side}): crossing U {value[2]:.5f} +/- {error[2]:.5f}")
    print(f"Pair ({side},{2*side}): effective 1/nu {value[3]:.3f} +/- {error[3]:.3f}")
shift = crossings[6][0][0] - crossings[4][0][0]
shift_error = np.hypot(crossings[6][1][0], crossings[4][1][0])
print(f"Binder crossing shift, second-first {shift:.5f} +/- {shift_error:.5f} (K)")
print(f"Shift exponent 1/nu+omega {exponent:.3f} (dimensionless)")
print(f"Extrapolated Binder K_c {critical[0]:.5f} +/- {critical_error[0]:.5f}")
print(f"Extrapolated xi/L K_c {critical[1]:.5f} +/- {critical_error[1]:.5f}")
for trial in (0.6, 1.0):
    varied = extrapolate(crossings[4][0][0], crossings[6][0][0], 1.5,
                         inverse_nu + trial)
    print(f"Binder K_c with omega={trial:.1f}: {varied:.5f} (dimensionless)")
print(f"Critical temperature {temperature:.4f} +/- {temperature_error:.4f} J/k_B")
print(f"Mean-field temperature {mean_field_temperature:.4f} J/k_B")
print("all tests passed")
```

Printed output:

```
Ring: sites 8, K 1.50 (dimensionless)
Ring bond correlation exact 0.44020 (dimensionless)
Ring bond correlation sampled 0.43942 +/- 0.00097
AR test: exact tau 4.500, measured 4.534 steps
Simulation K0 0.690, input omega 0.8 (dimensionless)
Reweighting range 0.674 to 0.706 (dimensionless K)
L=4 sites: 64 replicas, 300 measured steps each
L=6 sites: 64 replicas, 220 measured steps each
L=8 sites: 64 replicas, 140 measured steps each
L=12 sites: 32 replicas, 140 measured steps each
L=4: <m^2> 0.27848 +/- 0.00133, U 0.62308 (dimensionless)
L=6: <m^2> 0.18612 +/- 0.00114, U 0.62184 (dimensionless)
L=8: <m^2> 0.13643 +/- 0.00109, U 0.61894 (dimensionless)
L=12: <m^2> 0.08866 +/- 0.00133, U 0.61600 (dimensionless)
L=8 Wolff run: direct <m^2> 0.14038 +/- 0.00296
L=8 Wolff run: cluster <m^2> 0.14247 +/- 0.00378
L=4: mean Wolff fraction 0.2207 (dimensionless)
L=4 heat bath: tau(m^2) 2.12 +/- 0.12 steps, 2.12 visits/site
L=4 bath+2 over: tau(m^2) 1.90 +/- 0.09 steps, 5.69 visits/site
L=4 Wolff: tau(m^2) 10.33 +/- 1.52 steps, 2.28 visits/site
L=4 hybrid: tau(m^2) 1.70 +/- 0.06 steps, 5.45 visits/site
L=8: mean Wolff fraction 0.1072 (dimensionless)
L=8 heat bath: tau(m^2) 9.16 +/- 1.25 steps, 9.16 visits/site
L=8 bath+2 over: tau(m^2) 2.47 +/- 0.15 steps, 7.42 visits/site
L=8 Wolff: tau(m^2) 17.36 +/- 1.81 steps, 1.86 visits/site
L=8 hybrid: tau(m^2) 2.11 +/- 0.12 steps, 6.53 visits/site
Effective growth exponent L=4 to 8, heat bath 2.11
Effective growth exponent L=4 to 8, Wolff -0.29 (visits)
K=0.6: U(L=4) 0.5585, U(L=8) 0.4922 (dimensionless)
K=0.8: U(L=4) 0.6503, U(L=8) 0.6615 (dimensionless)
Pair (4,8): Binder K 0.69520 +/- 0.00176
Pair (4,8): xi/L K 0.69114 +/- 0.00132
Pair (4,8): crossing U 0.62546 +/- 0.00137
Pair (4,8): effective 1/nu 1.385 +/- 0.061
Pair (6,12): Binder K 0.69390 +/- 0.00140
Pair (6,12): xi/L K 0.69120 +/- 0.00111
Pair (6,12): crossing U 0.62482 +/- 0.00147
Pair (6,12): effective 1/nu 1.491 +/- 0.142
Binder crossing shift, second-first -0.00130 +/- 0.00225 (K)
Shift exponent 1/nu+omega 2.291 (dimensionless)
Extrapolated Binder K_c 0.69305 +/- 0.00258
Extrapolated xi/L K_c 0.69124 +/- 0.00202
Binder K_c with omega=0.6: 0.69292 (dimensionless)
Binder K_c with omega=1.0: 0.69315 (dimensionless)
Critical temperature 1.4429 +/- 0.0054 J/k_B
Mean-field temperature 2.0000 J/k_B
all tests passed
```
